# Deflection of slow ions in nanofeatures by one elementary charge

## 1. What dimensions allow

A fixed elementary charge in vacuum acts on a second unit charge with a force $K/r^2$, where

$$K=\frac{e^2}{4\pi\varepsilon_0}.$$

The constant $K$ has the dimension of energy times length. With no screening medium and no boundary, the separation $r$ is the only length available. An interaction energy that vanishes at infinity must therefore be a pure number times $K/r$.

Now let an ion of mass $M$ and kinetic energy $E$ approach from far away along a line that would pass the fixed charge at distance $b$. The quantities $K$, $E$, $b$ and $M$ give one dimensionless combination,

$$a=\frac{K}{Eb}.$$

The mass cannot enter, since no other quantity is present to cancel its dimension once energies are used as units. The classical deflection angle is thus a function $\theta(a)$ that vanishes at $a=0$. Since $a$ is the interaction energy at distance $b$ divided by the kinetic energy, single charges matter for slow particles. The coefficients remain to be found.

## 2. The potential at 10 nm

The potential energy of two like unit charges is the work done by the repulsion as they separate from $r$ to infinity:

$$U(r)=\int_r^\infty\frac{K}{s^2}\,ds=\left[-\frac{K}{s}\right]_r^\infty=\frac{K}{r}.$$

The pure number is one. Dividing by the charge $e$ of the second particle gives the potential $V(r)=e/(4\pi\varepsilon_0 r)$. In convenient units $K=1.440$ eV nm, so

$$U(10\ \text{nm})=\frac{1.440\ \text{eV nm}}{10\ \text{nm}}=0.144\ \text{eV},\qquad V(10\ \text{nm})=0.144\ \text{V}.$$

The field there is $V/r=0.0144$ V/nm, or 0.144 MV/cm. The energy is 5.6 times $kT=0.0259$ eV at 300 K. For an opposite charge the energy has the same size and a negative sign. A neutral particle has no net charge for this potential to act on.

Energy conservation gives a first consequence. A like-charged particle coming head-on from far away stops where $K/r=E$. If $E<0.144$ eV, it cannot come within 10 nm.

## 3. Fast particles: leading angle and first correction

For $a\ll1$ the path is almost straight. Let the ion move along $z$ at speed $v$, with the charge at $z=0$ and at transverse distance $b$. The transverse force is the Coulomb force times the direction cosine $b/r$:

$$F_\perp=\frac{K}{r^2}\,\frac{b}{r}=\frac{Kb}{(b^2+z^2)^{3/2}}.$$

The transverse momentum follows by integrating over time, with $dt=dz/v$:

$$\Delta p_\perp=\frac{Kb}{v}\int_{-\infty}^{\infty}\frac{dz}{(b^2+z^2)^{3/2}}
=\frac{Kb}{v}\left[\frac{z}{b^2\sqrt{b^2+z^2}}\right]_{-\infty}^{\infty}=\frac{2K}{vb}.$$

Dividing by the forward momentum $Mv$ and using $Mv^2=2E$,

$$\theta\simeq\frac{2K}{Mv^2b}=\frac{K}{Eb}=\frac{U(b)}{E}.$$

In radians, the angle is the potential energy at the passing distance divided by the kinetic energy.

The correction requires the curved path. Let $p=Mv$ be the momentum far away, and let $\phi$ be the polar angle of the ion about the charge, measured from the symmetry axis of the orbit. Energy conservation makes the initial and final momenta equal in size, so their difference has magnitude $2p\sin(\theta/2)$ and lies along this axis. It equals the time integral of the axial force:

$$2p\sin\frac{\theta}{2}=\int\frac{K\cos\phi}{r^2}\,dt.$$

The force is central, so angular momentum is conserved: $Mr^2|\dot\phi|=pb$. Hence $dt/r^2=M\,d\phi/(pb)$ when $\phi$ is counted in the direction of motion. It runs from $-(\pi-\theta)/2$ to $(\pi-\theta)/2$, giving

$$2p\sin\frac{\theta}{2}=\frac{KM}{pb}\,2\sin\frac{\pi-\theta}{2}=\frac{2KM}{pb}\cos\frac{\theta}{2}.$$

With $p^2=2ME$,

$$\tan\frac{\theta}{2}=\frac{K}{2Eb}=\frac a2.$$

Since $\arctan u=u-u^3/3+\dots$ for small $u$,

$$\theta=2\arctan\frac a2=a-\frac{a^3}{12}+\dots$$

There is no quadratic term. The correction relative to the leading angle is $-a^2/12$.

At $E=1$ eV and $b=10$ nm, $a=0.144$. The leading angle is 0.144 rad, or 8.25°, and the full Coulomb angle is 8.24°. At 10 eV the angle is 0.83°, and at 100 eV it is 0.083°.

**The opposite limit.** For $a\gg1$, use $\arctan(a/2)=\pi/2-\arctan(2/a)$ to obtain

$$\theta\simeq\pi-\frac4a=\pi-\frac{4Eb}{K}.$$

A very slow like-charged ion is turned back. At closest approach its velocity is tangential, and angular momentum fixes the kinetic energy there as $Eb^2/r^2$. Energy conservation then gives

$$E=\frac{Eb^2}{r^2}+\frac Kr\quad\Longrightarrow\quad r^2-\frac KE r-b^2=0,$$

$$r_{\min}=\frac{K}{2E}+\sqrt{\left(\frac{K}{2E}\right)^2+b^2}.$$

This tends to $K/E$ as $E\to0$. Between the two limits, the deflection is exactly 90° at $a=2$, which for $b=10$ nm means $E=0.072$ eV.

## 4. A trench of finite depth

Consider a long trench of width $w=2b$, with a positive charge fixed on one wall at $z=0$, halfway down. A positive ion enters on the mid-plane at $z=-L$, parallel to the walls, with kinetic energy $E$ at entry. The floor is at $z=L$. For now the walls are treated as vacuum. Let $\delta(z)$ be the displacement away from the charged wall.

Along the nearly straight path $d^2\delta/dt^2=v^2\,d^2\delta/dz^2$. Dividing the force by $Mv^2=2E$ gives

$$\frac{d^2\delta}{dz^2}=\frac{Kb}{2E(b^2+z^2)^{3/2}}.$$

The ion enters with zero slope. One integration yields

$$\frac{d\delta}{dz}=\frac{K}{2Eb}\left[\frac{z}{\sqrt{b^2+z^2}}+\frac{L}{\sqrt{L^2+b^2}}\right].$$

In the second integration, from $-L$ to $L$, the first term is odd and contributes zero. The constant term is multiplied by $2L$:

$$\delta(L)=\frac{KL^2}{Eb\sqrt{L^2+b^2}}.$$

This has two useful limits. In a deep trench, $L\gg b$,

$$\delta(L)=\frac{KL}{Eb}\left(1-\frac{b^2}{2L^2}+\dots\right),$$

which is the long-path angle times the remaining depth, with its first geometric correction. In a shallow trench, $L\ll b$, the result is $\delta=KL^2/(Eb^2)$. This is motion under the constant force $F=K/b^2$ for a time $2L/v$:

$$\frac12\frac FM\left(\frac{2L}{v}\right)^2=\frac{2FL^2}{Mv^2}=\frac{FL^2}{E}.$$

Take a trench 20 nm wide and 100 nm deep, so $b=10$ nm and $L=50$ nm. At 1 eV the deep-trench leading term is $0.144\times50=7.20$ nm. The correction factor is $1-100/5000=0.98$, which gives 7.06 nm. A numerical trajectory in the full Coulomb force gives 7.09 nm. For an opposite charge it gives $-7.10$ nm, towards the charged wall.

At 10 eV both the estimate and the trajectory give 0.71 nm; at 100 eV both give 0.071 nm. If a displacement of one tenth of the half-width, here 1 nm, is called noticeable, the vacuum formula sets the limit

$$E_{\rm lim}=\frac{KL^2}{0.1\,b^2\sqrt{L^2+b^2}}=7.1\ \text{eV}.$$

This threshold depends on the chosen criterion and on the trench dimensions.

## 5. Correction for polarizable walls

Real insulating walls polarize. Consider first a charge $q$ in vacuum at distance $d$ from a flat insulator of dielectric constant $\varepsilon$. On the vacuum side, add an image $q'$ at the mirror point. On the insulator side, replace the source by $q''$ at its original position. Continuity of the potential and of the normal displacement requires

$$q+q'=q'',\qquad q-q'=\varepsilon q''.$$

The minus sign appears because the image lies on the other side of the surface. Eliminating $q''$ gives

$$q'=-\beta q,\qquad \beta=\frac{\varepsilon-1}{\varepsilon+1}.$$

A charge on the wall coincides with its first image, so their combined strength is $1-\beta$. Successive reflections in the two walls place further images at $2w,-2w,4w,\dots$, measured from the charged wall. Each reflection multiplies the strength by $-\beta$. The distances from the mid-plane are $3b,5b,7b,\dots$, so the potential opposite the charge is

$$V_{\rm wall}=V(b)(1-\beta)\sum_{m=0}^{\infty}\frac{(-\beta)^m}{2m+1}
=V(b)(1-\beta)\frac{\arctan\sqrt\beta}{\sqrt\beta}.$$

The long-path kick has a different sum. By Section 3, a source at transverse distance $D$ gives a kick proportional to its strength divided by $D$. Negative images lie beyond the opposite wall and pull the ion that way; positive images lie behind the charged wall and push it the same way. All terms therefore add:

$$\frac{\theta_{\rm wall}}{\theta}=(1-\beta)\sum_{m=0}^{\infty}\frac{\beta^m}{2m+1}
=(1-\beta)\frac{\operatorname{artanh}\sqrt\beta}{\sqrt\beta}.$$

For $\varepsilon=4$, $\beta=3/5=0.6$. The potential factor is 0.340, so the mid-plane potential falls from 0.144 to 0.049 V. The kick factor is 0.533. The potential alone would thus overstate the loss of deflection.

At 100 eV the trajectory between polarizable walls gives 0.0356 nm, which is 0.504 of the vacuum value. The finite depth explains why this lies below 0.533: by the formula of Section 4, the contribution of image $m$ relative to the first term carries the extra factor

$$\sqrt{\frac{L^2+b^2}{L^2+(2m+1)^2b^2}}<1\qquad(m\ge1).$$

**The ion's own images.** The ion also polarizes the walls. Images formed by an even number of reflections lie symmetrically about it, and their forces cancel. Those formed by an odd number attract it to the nearer wall. If the ion is a distance $s$ from the mid-plane, the nearest pair gives

$$F=\frac{K\beta}{4}\left[\frac1{(b-s)^2}-\frac1{(b+s)^2}\right]
=\frac{K\beta bs}{(b^2-s^2)^2}\simeq\frac{K\beta s}{b^3}.$$

The mid-plane is therefore an unstable equilibrium. Near it, $s''=\kappa^2s$ with $\kappa^2\simeq K\beta/(2Eb^3)$. An ion entering parallel to the walls at offset $s_0$ leaves at $s_0\cosh(2\kappa L)$. At 1 eV, $\kappa\simeq0.021$ nm$^{-1}$, so the offset grows about fourfold. The trajectory with the full image force and no wall charge takes an initial 1 nm offset to 4.4 nm.

For an ion that enters on axis, this force acts only after the wall charge has displaced it. The displacement is of order $K/E$, so the resulting correction is of order $(K/E)^2$ and fades faster than the kick as energy rises. At 1 eV the wall charge with polarization gives 3.5 nm without the ion's own images and 4.5 nm with them. At 10 eV the full result is 0.36 nm.

At the vacuum limit of 7.1 eV, the displacement with polarizable walls is 0.52 nm. As it varies roughly as $1/E$, the 1 nm criterion is then met only below about 4 eV.

## 6. Does the kick stand out from the natural spread?

Ions do not all enter parallel to the walls. If their transverse motion has temperature $T$, equipartition gives $\tfrac12M\langle v_x^2\rangle=\tfrac12kT$. For small angles,

$$\theta_{\rm th}=\frac{\sqrt{\langle v_x^2\rangle}}{v}=\sqrt{\frac{kT/M}{2E/M}}=\sqrt{\frac{kT}{2E}}.$$

The kick falls as $1/E$ and this spread as $1/\sqrt E$. They are equal when

$$\frac{U^2}{E^2}=\frac{kT}{2E}\quad\Longrightarrow\quad E=\frac{2U^2}{kT}.$$

For 300 K and vacuum walls this is 1.6 eV. In the long-path estimate without the ion's own images, polarization multiplies the kick by 0.533 and hence this energy by $0.533^2$, which gives about 0.46 eV. This is not a threshold for the finite trench: at such low energies the ion's own images strongly amplify both the kick and the thermal spread.

At 1 eV the thermal angle is 6.5°, compared with a vacuum kick of 8.2°. The thermal spread acts over the whole depth, however, while the kick develops around the middle. Free thermal drift over 100 nm is 11.4 nm rms, larger than both the 7.1 nm shift and the half-width of the trench. Many ions would therefore meet a wall without any trapped charge. Between polarizable walls, the ion's own images multiply the drift from a small entry angle by $\sinh(2\kappa L)/(2\kappa L)\simeq1.9$ at 1 eV, so most ions then reach a wall, with or without the charge. At 1 eV, one charge changes an individual path by nanometres and shifts the distribution of paths; it does not by itself determine where every ion lands.

## 7. Conditions for the estimate

**Screening.** Let electrons of density $n$ and temperature $T_e$, expressed in volts, respond to a small potential while the ions stay fixed. The electron density changes by $nV/T_e$, and Poisson's equation becomes

$$\nabla^2V=\frac{en}{\varepsilon_0T_e}V=\frac{V}{\lambda^2},\qquad
\lambda=\sqrt{\frac{\varepsilon_0T_e}{en}}.$$

Its decaying point-charge solution is the vacuum potential times $e^{-r/\lambda}\simeq1-r/\lambda$. For $n=10^{10}$ cm$^{-3}$ and $T_e=0.3$ eV, $\lambda$ is about 41,000 nm. The loss at 10 nm is $2.5\times10^{-4}$ of the vacuum potential. In this mean-field model, plasma screening is negligible inside the feature.

**Wave spreading.** A Gaussian packet of initial rms width $\sigma_0$ has transverse wave-number spread $1/(2\sigma_0)$. After a depth $D=2L$, at forward wave number $k_0$,

$$\sigma^2=\sigma_0^2+\left(\frac{D}{2k_0\sigma_0}\right)^2.$$

Setting the derivative with respect to $\sigma_0^2$ to zero gives $\sigma_0^2=D/(2k_0)$, hence a minimum final width $\sqrt{D/k_0}$. For a free packet at 1 eV this is 0.51 nm for H$_3^+$ and 4.4 nm for an electron. The ion has a useful classical path. For the electron, the kick is better read as a shift of a broad packet. That reading holds for vacuum walls. Between polarizable walls, the unstable mid-plane of Section 5 gives $\sigma^2=\sigma_0^2\cosh^2(\kappa D)+\sinh^2(\kappa D)/(2k_0\kappa\sigma_0)^2$ in the linear regime, so the minimum width grows by $\sqrt{\sinh(2\kappa D)/(2\kappa D)}\simeq2.8$ at 1 eV. The ion packet becomes about 1.4 nm wide, still well below its shift. The electron packet would reach about 12 nm, more than the half-width, where the linear model no longer applies. An electron also covers the distance $b$ in about 17 fs, too fast for a static dielectric constant to describe its own image.

**Collisions and timing.** At 10 mTorr and 300 K, with a rough collision cross-section of $10^{-14}$ cm$^2$, the mean free path is 0.31 cm, far longer than the trench. An ion flux of $10^{15}$ cm$^{-2}$ s$^{-1}$ brings one ion to a 20 nm square every 0.25 ms on average. An H$_3^+$ ion of 1 eV crosses the depth in 12.5 ps. New arrivals during one transit are therefore rare. The estimate also assumes that the trapped charge itself stays in place during the transit.

## 8. The model beside a real process

The parameters roughly represent a remote or afterglow hydrogen plasma, where H$_3^+$ ions can arrive with energies near 1 eV. The dielectric constant of 4 is a round model value for an insulating wall. In biased etching, ions can carry tens to hundreds of eV; at 100 eV the vacuum shift is only 0.07 nm. Real walls are polarizable; with a dielectric constant of 4, this changes the 1 eV shift from 7.1 to 4.5 nm in this geometry, for an ion that enters on axis and parallel to the walls. They may also hold many charges: about seven like charges, all 10 nm from the same point, would give 1 V there in vacuum. Their combined field can then outweigh the effect of one more charge. A transverse ion temperature above 300 K would widen the natural spread. The image calculation omits the trench mouth and floor, and neutralization very near a wall is not included. The numerical output gives the values for all three energies.

## Values computed for the example and the checks

```
Coulomb constant K = 1.43996 eV nm
Vacuum potential at 10 nm = 0.1440 V
Potential energy of a like unit charge there = 0.1440 eV
Field at 10 nm = 0.1440 MV/cm
Charges at 10 nm needed for 1 V = 6.94
Thermal energy kT at 300 K = 0.02585 eV
Ratio of potential energy to kT = 5.57
Trench width = 20 nm, depth = 100 nm
Distance b = 10 nm, half-depth L = 50 nm
One charge per 20 nm square = 0.0401 uC/cm2
Long-path angle U/E at 1 eV = 0.14400 rad = 8.250 deg
Long-path angle U/E at 10 eV = 0.01440 rad = 0.825 deg
Long-path angle U/E at 100 eV = 0.00144 rad = 0.083 deg
Full Coulomb angle at 1 eV = 8.236 deg
Floor displacement at 1 eV: estimate 7.0600, vacuum path 7.0931, dielectric path 4.5180 nm
Floor displacement at 10 eV: estimate 0.7060, vacuum path 0.7060, dielectric path 0.3631 nm
Floor displacement at 100 eV: estimate 0.0706, vacuum path 0.0706, dielectric path 0.0356 nm
Vacuum displacement at 1 eV, opposite charge = -7.095 nm
Energy limit for 1 nm displacement = 7.060 eV
Vacuum path displacement at that energy = 1.0001 nm
Dielectric path displacement there = 0.5191 nm
Wall dielectric constant = 4.0, beta = 0.600
Mid-plane potential factor = 0.3403
Mid-plane potential with walls = 0.0490 V
Long-path kick factor = 0.5328
1 eV displacement, walls but no own image = 3.526 nm
No wall charge, 1 eV, entry 1 nm off axis: exit 4.379 nm off
Thermal rms angle at 1 eV = 6.514 deg
Thermal rms drift over depth at 1 eV = 11.37 nm
Kick equals thermal angle at E = 1.604 eV (estimate)
Same crossing computed in full = 1.627 eV
Electron density = 1e+10 cm^-3, temperature = 0.3 eV
Debye length = 40717 nm
Fraction of potential lost to screening = 2.46e-04
Minimum wave spread at 1 eV, H3+ = 0.513 nm
Minimum wave spread at 1 eV, electron = 4.418 nm
Pressure = 10 mTorr, collision cross-section = 1e-14 cm2
Mean free path = 0.311 cm
Ion flux = 1e+15 cm^-2 s^-1
Mean arrival interval on 20 nm square = 0.250 ms
H3+ transit time at 1 eV = 12.52 ps
```
